# Why balanced push-pull modulation avoids chirp, and what unequal phases leave

Three symmetries determine how the output phase of an ideal Mach-Zehnder modulator can change. Light is divided equally between two arms, acquires phases $\phi_1$ and $\phi_2$, and is recombined with equal weights. Call the normalised output field $E(\phi_1,\phi_2)$. Adding the same phase $c$ to both arms multiplies the output by $e^{ic}$, so the field must have the form

$$E=e^{i\Phi}F(\Delta),\qquad \Phi=\frac{\phi_1+\phi_2}{2},\qquad \Delta=\phi_1-\phi_2 .$$

Exchanging the arms changes $\Delta$ to $-\Delta$ and leaves the output as it was, so $F(-\Delta)=F(\Delta)$. Reversing both phases replaces a sum of equally weighted phase factors by its complex conjugate, so $F(-\Delta)=F(\Delta)^*$. Together these give $F=F^*$: the function $F$ is real. The phase difference can change the size and the sign of the field, but it cannot turn the field gradually in the complex plane. That task belongs to the common phase $\Phi$.

Push-pull modulation with exactly opposite phase changes holds $\Phi$ fixed while $\Delta$ varies. It therefore changes intensity without a continuous change of output phase. The argument assumes equal amplitudes, and arms that change phase without changing amplitude.

## The field and the missing light

I write the physical field as $\mathrm{Re}[E\,e^{i\omega t}]$. A time-dependent output phase $\phi$ then shifts the optical frequency by

$$\delta\nu=\frac{1}{2\pi}\frac{d\phi}{dt}.$$

This shift is the chirp. In this convention a larger refractive index delays the wave and makes its phase more negative.

The function $F$ follows from adding the arms. Since $\phi_1=\Phi+\Delta/2$ and $\phi_2=\Phi-\Delta/2$,

$$E=\frac{e^{i\phi_1}+e^{i\phi_2}}{2}
=e^{i\Phi}\frac{e^{i\Delta/2}+e^{-i\Delta/2}}{2}
=e^{i\Phi}\cos\frac{\Delta}{2}.$$

With $P_0$ the maximum power, $P=P_0\cos^2(\Delta/2)$.

Lossless modulation of power requires another exit for the light. Let both splitter and combiner be couplers that transmit an amplitude $1/\sqrt2$ and cross-couple $i/\sqrt2$. Light entering the first port reaches the combiner as $e^{i\phi_1}/\sqrt2$ and $ie^{i\phi_2}/\sqrt2$. The two outputs are

$$E_{\rm cross}=\frac{i}{2}(e^{i\phi_1}+e^{i\phi_2})=ie^{i\Phi}\cos\frac{\Delta}{2},$$

$$E_{\rm bar}=\frac12(e^{i\phi_1}-e^{i\phi_2})=ie^{i\Phi}\sin\frac{\Delta}{2}.$$

Their powers add to the input power. The phase difference moves light between the ports, and the common phase turns both output fields together. The constant factor $i$ has no effect on chirp.

Geometrically, the arms are two arrows of equal length. If they turn through opposite angles, their sum stays on one fixed line. Its length changes, which is intensity modulation, but its direction does not. If $\Delta$ crosses $\pi$, the sum passes through zero and emerges pointing the other way. This is a phase jump of $\pi$ at zero power, so "constant phase" means constant between nulls.

## Unequal phase shifts

Let a prime denote a time derivative. The imbalance of the phase changes is measured by

$$\kappa=\frac{\phi_1'+\phi_2'}{\phi_1'-\phi_2'} .$$

The numerator is $2\Phi'$ and the denominator is $\Delta'$, so $\Phi'=\kappa\Delta'/2$. Opposite changes give $\kappa=0$. Driving the first arm alone gives $\kappa=1$, and driving the second alone gives $\kappa=-1$.

The usual chirp parameter compares the phase change with the relative power change:

$$\alpha=\frac{2P\phi'}{P'} .$$

To evaluate it, differentiate the power:

$$P'=-P_0\cos\frac{\Delta}{2}\sin\frac{\Delta}{2}\,\Delta' .$$

Between nulls $\phi'=\Phi'=\kappa\Delta'/2$. Substitution gives

$$\alpha=\frac{2P_0\cos^2(\Delta/2)\,\kappa\Delta'/2}
{-P_0\cos(\Delta/2)\sin(\Delta/2)\,\Delta'}
=-\kappa\cot\frac{\Delta}{2}.$$

At the half-power bias $\Delta=+\pi/2$, $\alpha=-\kappa$. At the other half-power bias, $\Delta=-\pi/2$, $\alpha=+\kappa$. The sign changes because the same voltage change now moves the power the other way, while its effect on the common phase is unchanged.

The parameter diverges at maximum power, $\Delta=0$, when $\kappa\ne0$. This does not signal an infinite frequency shift. At that point the power is stationary, so $P'=0$, while $\phi'$ need not vanish. The frequency shift itself is

$$\delta\nu=\frac{\kappa}{4\pi}\Delta',$$

which depends on how fast the phase difference moves, and not on the power at that moment.

For a sinusoidal drive, $\Delta=\Delta_0+m\sin(2\pi ft)$, so $\Delta'=2\pi fm\cos(2\pi ft)$ and

$$\delta\nu=\frac{\kappa mf}{2}\cos(2\pi ft),\qquad
|\delta\nu|_{\max}=\frac{|\kappa|mf}{2}.$$

For a complete transition from maximum to null at constant $\kappa$, $\Delta$ changes by $\pi$. Integrating $\Phi'=\kappa\Delta'/2$ gives a phase excursion of magnitude $|\kappa|\pi/2$, whatever the speed of the transition.

## A silicon modulator with unequal drives

Consider a silicon modulator at 1550 nm whose phase shifters are reverse-biased p-n junctions. More reverse voltage removes carriers from the waveguide and raises its index. I take a half-wave voltage times length of 2.0 V cm, defined by the local slope at the bias voltage, and arms 3.0 mm long. Both are rough typical values. One arm then has a half-wave voltage of $2.0/0.30=6.667$ V and a phase slope

$$g=\frac{\pi}{6.667\ \mathrm V}=0.4712\ \mathrm{rad/V}.$$

The drive is a 25 GHz sine wave, with voltage amplitudes $V_1=1.2$ V and $V_2=0.8$ V in opposite directions. This imbalance is chosen to make the chirp easy to see; it is not offered as typical of a differential driver. Writing $s=\sin(2\pi ft)$ and choosing the signs so that $\phi_1$ rises with $s$,

$$\phi_1=\frac{\Delta_0}{2}+gV_1s,\qquad
\phi_2=-\frac{\Delta_0}{2}-gV_2s,\qquad \Delta_0=\frac{\pi}{2}.$$

Hence

$$\kappa=\frac{1.2-0.8}{1.2+0.8}=0.200,\qquad
m=g(V_1+V_2)=0.9425\ \mathrm{rad}.$$

The power is $P/P_0=(1+\cos\Delta)/2=[1-\sin(ms)]/2$, which runs from 0.0955 to 0.9045. Equal amplitudes of 1.0 V give the same $m$ and so the same power waveform, but a constant phase. A power measurement alone could not distinguish these two ideal cases.

With the unequal drives, $\alpha=-0.20$ at the bias point. The common phase is $\kappa ms/2$, whose full span is $\kappa m=0.1885$ rad. The peak frequency shift is

$$\frac{0.200\times0.9425\times25\ \mathrm{GHz}}{2}=2.36\ \mathrm{GHz}.$$

The frequency is raised while the power falls and lowered while it rises. A full on-off transition with the same imbalance would carry 0.314 rad of phase.

Over the swing, $\alpha$ tends to $-0.065$ at the lowest power and to $-0.616$ at the highest. These are limits, because both $\phi'$ and $P'$ vanish at the turning points. The larger ratio at high power does not mean a larger frequency shift: the shift is zero at both ends and greatest at the bias point.

If the first arm supplied the whole phase difference at the same $m$, then $\kappa=1$. The bias-point $\alpha$ would be $-1$ and the frequency shift five times larger.

## Equal phases but unequal amplitudes

The symmetry under exchange of the arms fails if they contribute different amplitudes. Let their weights be $(1+\varepsilon)/2$ and $(1-\varepsilon)/2$, with $|\varepsilon|<1$. Then

$$F=\frac{1+\varepsilon}{2}e^{i\Delta/2}+\frac{1-\varepsilon}{2}e^{-i\Delta/2}
=\cos\frac{\Delta}{2}+i\varepsilon\sin\frac{\Delta}{2}.$$

The field is no longer confined to a line; it traces an ellipse. Its normalised power is

$$p=|F|^2=\cos^2\frac{\Delta}{2}+\varepsilon^2\sin^2\frac{\Delta}{2}.$$

This runs from 1 to $\varepsilon^2$, so the extinction ratio is $1/\varepsilon^2$. The phase of $F$ changes at the rate $\mathrm{Im}(F^*dF/d\Delta)/p$. Using

$$\frac{dF}{d\Delta}=-\frac12\sin\frac{\Delta}{2}+\frac{i\varepsilon}{2}\cos\frac{\Delta}{2},$$

the imaginary part of the product is $(\varepsilon/2)(\cos^2+\sin^2)=\varepsilon/2$. Including the common phase,

$$\phi'=\left(\frac{\kappa}{2}+\frac{\varepsilon}{2p}\right)\Delta',\qquad
p'=-\frac{1-\varepsilon^2}{2}\sin\Delta\,\Delta',$$

and therefore

$$\alpha=\frac{2p\phi'}{p'}=-\frac{2(\kappa p+\varepsilon)}{(1-\varepsilon^2)\sin\Delta}.$$

At the null position $\Delta=\pi$, $p=\varepsilon^2$ and the splitting term in $d\phi/d\Delta$ is $1/(2\varepsilon)$. The ideal phase jump has become a steep but continuous turn.

A rough extinction ratio of 25 dB gives $\varepsilon=10^{-25/20}=0.0562$. With perfectly opposite phases and positive $\varepsilon$, $\alpha=-2\varepsilon/(1-\varepsilon^2)=-0.113$ at the bias point. The peak frequency shift is 2.48 GHz, slightly more than the 2.36 GHz from the unequal drives. I obtained this peak, and those quoted below for carrier loss, the full junction law and the combined case, by adding the arm fields at 2048 instants in one drive period and differentiating the phase by Fourier series.

The splitting error has the smaller $|\alpha|$ at bias but the larger peak shift because its phase rate contains $1/p$. Its frequency shift is $\varepsilon mf\cos(2\pi ft)/(2p)$, and the falling power initially outweighs the falling cosine as the swing moves towards low power. The peak is therefore reached where little light leaves, near 0.16 of the maximum power. Weighted by power, as $\sqrt{\langle P\,\delta\nu^2\rangle/\langle P\rangle}$ over a period, the shift is 1.07 GHz, below the 1.67 GHz of the unequal drives. An unequal drive can cancel $\kappa p+\varepsilon$ at one chosen power, but a constant nonzero $\kappa$ cannot cancel it throughout the swing.

## Phase shifters that also change loss

Removing carriers from silicon raises the index and reduces absorption. If $\psi_k$ is the modulated part of the phase in arm $k$, a simple description is $\ln a_k=-\rho\psi_k$, where $a_k$ is the arm amplitude relative to its bias value. The sign is positive for $\rho$: removing carriers makes $\psi_k$ more negative and $a_k$ larger.

At the bias point write $T=\tan(\Delta_0/2)$. The phase rates are $\psi_1'=(1+\kappa)\Delta'/2$ and $\psi_2'=-(1-\kappa)\Delta'/2$. Differentiating each arm field brings down a factor $(i-\rho)\psi_k'$. Dividing the sum by $E=\cos(\Delta_0/2)$ gives

$$\frac{E'}{E}=(i-\rho)\frac{\Delta'}{2}(\kappa+iT)
=\frac{\Delta'}{2}\left[-(T+\rho\kappa)+i(\kappa-\rho T)\right].$$

Because $E'/E=P'/(2P)+i\phi'$, the ratio of its imaginary to real part is $\alpha$:

$$\alpha=-\frac{\kappa-\rho T}{T+\rho\kappa}.$$

For balanced phases this reduces to $\alpha=\rho$, provided $T$ is finite and nonzero. A rough silicon value, $\rho=0.05$, thus leaves $\alpha=0.05$ even with $\kappa=0$. The peak frequency shift over the present swing is 1.66 GHz. Away from the bias point the two amplitudes differ, so the mechanism of the previous section also acts.

## Opposite voltages need not give opposite phases

In a depletion phase shifter, the phase follows the width of the carrier-free region, provided the doping and the optical intensity are nearly uniform across it. For an abrupt junction this width is proportional to the square root of the total junction voltage. If $U$ is that voltage at bias and $v$ is an added reverse voltage,

$$\psi(v)=-2gU\left(\sqrt{1+\frac{v}{U}}-1\right)
=-gv+\frac{gv^2}{4U}+\cdots .$$

The factor $2gU$ makes the slope at $v=0$ equal to $-g$. Apply $v=-Vs$ to one arm and $v=+Vs$ to the other. The linear terms are opposite, but the quadratic terms are equal. To this order, $\Phi=gV^2s^2/(4U)$.

Since $d(s^2)/dt=2\pi f\sin(4\pi ft)$, the frequency shift oscillates at twice the drive frequency, with peak $fgV^2/(4U)$. It vanishes at the bias point, so the small-signal $\alpha$ there does not reveal it.

I take 2.0 V of reverse bias and a symmetric junction with a rough doping $N=3\times10^{17}\ \mathrm{cm^{-3}}$ on each side. At 300 K, with an intrinsic carrier density $n_i$ of roughly $10^{10}\ \mathrm{cm^{-3}}$, the built-in voltage $(2k_BT_{\rm K}/e)\ln(N/n_i)$ is 0.890 V, where $T_{\rm K}$ is the temperature. Thus $U=2.890$ V. For 1.0 V drives the leading estimate is

$$\frac{25\ \mathrm{GHz}\times0.4712\times1.0}{4\times2.890}=1.02\ \mathrm{GHz}.$$

The full square root gives 1.06 GHz. Both figures assume uniform optical intensity across the carrier-free region. If the intensity falls off on both sides of the junction, the phase slope drops faster with reverse voltage, and this source of chirp is larger. The carrier-free region here is about 160 nm wide, which is not small beside the mode: for a rib 400 to 500 nm wide, at the same slope $g$, the peak rises to roughly 1.3 to 1.4 GHz.

Timing can spoil the balance too. If one of two equal drives arrives later by $\tau$,

$$\Phi=\frac{gV}{2}\left[\sin(2\pi ft)-\sin(2\pi f(t-\tau))\right]
=gV\sin(\pi f\tau)\cos(2\pi ft-\pi f\tau).$$

The peak shift is $fgV|\sin(\pi f\tau)|$, or 0.92 GHz for a delay of 1 ps.

## How far the simple result reaches

For this device, the neglected effects are not small beside the chosen drive imbalance. Combining the 1.2 V and 0.8 V drives with the junction curvature, carrier loss and 25 dB splitting error gives, at the bias $\Delta_0=+\pi/2$, two different outcomes:

- With $\varepsilon>0$, $\alpha=-0.26$ at bias and the peak shift is 3.96 GHz.
- With $\varepsilon<0$, $\alpha=-0.04$ at bias and the peak shift is 2.54 GHz.

At the other half-power bias, $\Delta_0=-\pi/2$, the pairs are $\alpha=+0.37$ with 4.44 GHz for $\varepsilon>0$ and $\alpha=+0.14$ with 2.39 GHz for $\varepsilon<0$. All of these assume uniform optical intensity across the junction; the mode fall-off noted above raises 3.96 GHz to about 4.3 GHz.

The second case in the list is instructive. Its bias-point chirp nearly cancels, yet its peak frequency shift exceeds the 2.36 GHz of the simple model. A small $\alpha$ at one operating point does not establish a small peak shift over a large swing. That peak, however, occurs near 0.12 of the maximum power. Weighted by power the shift is 0.58 GHz, against 1.67 GHz in the simple model, so the cancellation does help most of the light.

Temperature acts through the bias. Taking the thermo-optic coefficient of silicon as roughly $1.8\times10^{-4}\ \mathrm{K^{-1}}$, and letting the mode index follow it, a 0.1 K difference between arms changes $\Delta_0$ by 0.219 rad. In the simple model with $\kappa=0.200$, $\alpha$ at bias becomes $-0.25$ or $-0.16$, depending on the sign. With $\kappa=0$ and equal, lossless arms, a static drift changes the power waveform but creates no chirp.

The electrodes reduce the phase actually reached at 25 GHz. For a single forward electrical wave, rough values of 3 dB loss at the far end and an electrical-optical index mismatch of 0.3 multiply the average drive by 0.84. If both arms share this factor, $\kappa$ is unchanged, while $m$ and the simple model's frequency shift fall by about 16%. A more heavily loaded line with 6 dB loss would give a factor of 0.72.

The junctions remain reverse-biased, with at least 0.8 V applied. For the symmetric junction the largest field is $\sqrt{eNU_{\max}/\epsilon}$, where $\epsilon$ is 11.7 times the vacuum permittivity and $U_{\max}=2.890+1.2$ V. This gives 0.44 MV/cm, below a rough breakdown field of 0.7 MV/cm.

These numbers describe a representative model, not a measured device. Within it, two conditions together ensure zero chirp between nulls: opposite phase changes in the two arms, and equal arm amplitudes throughout the swing. Equal and opposite voltages secure the first condition when the phase shifters are identical, linear and driven simultaneously; they do not secure the second.

Numbers in the example were calculated in double precision.
